# In-Plane Lattice Constant of a Free-Standing Si/Ge-Type (001) Superlattice

## Problem

A Si/Ge superlattice consists of alternating layers of two cubic crystals, stacked along [001]. Call the crystal with the smaller lattice constant A (the role of Si) and the other B (the role of Ge). The interfaces are coherent: every atomic column continues through all layers, so both crystals must share one in-plane lattice. No substrate holds the superlattice, and no external stress acts on it.

Layer $i$ has the unstrained lattice constant $a_i$, the elastic constants $C_{11}^{(i)}, C_{12}^{(i)}, C_{44}^{(i)}$, and $n_i$ conventional cells per period along [001]. Its unstrained thickness is $h_i=n_ia_i$.

Assume that the film stays flat (a free stack does so if it is symmetric about its midplane, and nearly so if it has many periods; a single free A/B bilayer would bend and release most of its energy), that the temperature is zero, that the elastic energy is quadratic in the strain, and that the interfaces contribute no energy of their own.

1. Find the energy density of one layer when both in-plane strains equal $e$ and the layer is free to relax along [001].
2. Write the energy of the superlattice as a function of the common in-plane lattice constant $a$, and minimize it. Interpret the condition for the minimum as a balance of forces.
3. Find the energy that remains stored at the minimum, and examine the limiting cases, including a superlattice attached to a thick substrate.
4. Evaluate the results for the round model parameters below, which are not data for silicon and germanium.
5. Estimate how far the answer depends on the assumption of a quadratic energy.

| | A | B |
|---|---|---|
| $a_i$ (bohr) | 10.0 | 10.4 |
| $n_i$ | 4 | 6 |
| $C_{11}, C_{12}, C_{44}$ ($10^{-3}$ hartree/bohr³) | 5, 2, 3 | 4, 1, 2.5 |

## Solution

### 1. Energy density of one layer

Take $x,y,z$ along the cubic axes, with $z$ along [001]. Strains are measured from each layer's own unstrained crystal. The elastic constants are the relaxed ones, meaning that the atoms inside the cell have followed the strain. For a cubic crystal the energy per unstrained volume is

$$u=\tfrac12C_{11}(e_{xx}^2+e_{yy}^2+e_{zz}^2)+C_{12}(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx})+\tfrac12C_{44}(\gamma_{xy}^2+\gamma_{yz}^2+\gamma_{zx}^2),$$

where the $\gamma$ are engineering shear strains.

We first check that the shared cell stays square. Write $e_{xx}=e+d$ and $e_{yy}=e-d$. Then $e_{xx}^2+e_{yy}^2=2e^2+2d^2$ and $e_{xx}e_{yy}=e^2-d^2$, so that

$$u=(C_{11}+C_{12})e^2+(C_{11}-C_{12})d^2+2C_{12}\,e\,e_{zz}+\tfrac12C_{11}e_{zz}^2+\tfrac12C_{44}(\gamma_{xy}^2+\gamma_{yz}^2+\gamma_{zx}^2).$$

A stable cubic crystal has $C_{11}>C_{12}$ and $C_{44}>0$. The quantities $d$ and $\gamma$ therefore enter as separate positive squares. They can vanish in both layers at once, because both unstrained crystals have square in-plane cells with the same orientation. At the minimum they do vanish, and $a_x=a_y=a$.

The remaining free variable is $e_{zz}$. Setting the derivative of $u$ with respect to it to zero gives

$$\frac{\partial u}{\partial e_{zz}}=2C_{12}e+C_{11}e_{zz}=0
\quad\Rightarrow\quad e_{zz}=-\frac{2C_{12}}{C_{11}}\,e .$$

This derivative is the normal stress $\sigma_{zz}$, so the condition says that nothing pulls or pushes on the layer along [001]. For $C_{12}>0$, a layer stretched in the plane becomes thinner.

Inserting $e_{zz}$, the last two terms become

$$2C_{12}e\,e_{zz}+\tfrac12C_{11}e_{zz}^2=-\frac{4C_{12}^2}{C_{11}}e^2+\frac{2C_{12}^2}{C_{11}}e^2=-\frac{2C_{12}^2}{C_{11}}e^2 ,$$

and hence

$$u=Me^2,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}} .$$

The factored form shows that $M>0$ for a stable crystal, since stability also requires $C_{11}>0$ and $C_{11}+2C_{12}>0$.

To identify $M$, change $e$ slightly. Both in-plane stresses do work and $\sigma_{zz}=0$ does none, so $du/de=\sigma_{xx}+\sigma_{yy}=2\sigma$. Since $du/de=2Me$, the in-plane stress is $\sigma=Me$. Thus $M$ is the biaxial modulus, and the usual factor $\tfrac12$ is absent from $u=Me^2$ because two equal stresses do work.

### 2. The common lattice constant

The energy must be counted for a fixed set of atoms. Choose a column that is one conventional cell wide and one period high. Coherence means that this column contains one cell of A or of B in each cross-section. Its unstrained cross-section is therefore $a_A^2$ in layer A and $a_B^2$ in layer B, and the unstrained volume of layer $i$ in the column is $a_i^2h_i$.

With $e_i=(a-a_i)/a_i$, the energy of the column is

$$E(a)=\sum_i a_i^2h_i\,M_i\left(\frac{a-a_i}{a_i}\right)^2=\sum_iK_i(a-a_i)^2,\qquad K_i=M_ih_i .$$

The area $a_i^2$ has cancelled the denominator of the squared strain. Differentiation gives

$$\frac{dE}{da}=2\sum_iK_i(a-a_i)=0
\quad\Rightarrow\quad a\sum_iK_i=\sum_iK_ia_i ,$$

and therefore

$$\boxed{a_\parallel=\frac{M_Ah_Aa_A+M_Bh_Ba_B}{M_Ah_A+M_Bh_B}}$$

The second derivative, $2(K_A+K_B)$, is positive, so this is the unique minimum. Within the quadratic model no expansion in the misfit $a_B-a_A$ has been made. The thicknesses $h_i$ in the formula are the unstrained ones.

The condition can also be read mechanically. Since $a-a_i=a_ie_i$ and $\sigma_i=M_ie_i$,

$$K_i(a-a_i)=a_ih_i\,M_ie_i=a_ih_i\,\sigma_i .$$

The product $a_ih_i$ is the unstrained area of one side wall of the column in layer $i$, so $a_ih_i\sigma_i$ is the force across that wall. At the minimum the two forces cancel. Layer A is under tension, layer B is under compression, and the film as a whole exerts no in-plane force on its surroundings.

### 3. Stored energy and limiting cases

Let $\Delta=a_B-a_A$. From the boxed formula,

$$a_\parallel-a_A=\frac{K_B\Delta}{K_A+K_B},\qquad a_\parallel-a_B=-\frac{K_A\Delta}{K_A+K_B}.$$

The energy at the minimum is then

$$E_{\min}=\frac{K_AK_B^2+K_BK_A^2}{(K_A+K_B)^2}\Delta^2=\frac{K_AK_B}{K_A+K_B}\Delta^2 .$$

This is the energy of two springs with constants $2K_A$ and $2K_B$, joined end to end and stretched by $\Delta$ in total.

**Thin and thick layers.** If $h_A\ll h_B$ at fixed moduli, then $a_\parallel\to a_B$: the thick layer acts as a substrate for the thin one. If $M_A=M_B$, the mean is weighted by thickness alone.

**Scaling the period.** Multiplying both thicknesses by the same factor leaves $a_\parallel$ unchanged but multiplies $E_{\min}$ by that factor. The energy stored per interface thus grows with the period. Once dislocations can relieve more elastic energy than they cost, the coherent state is no longer the one of lowest energy. It may persist if dislocations are hindered from forming, but where they do form at the interfaces, the layers no longer share one in-plane lattice and the formula does not apply.

**Attachment to a substrate.** Let a cubic substrate S of the same orientation, with $K_S=M_Sh_S$, be joined coherently to $N$ periods, and let everything be kept flat. The energy gains the term $K_S(a-a_S)^2$. Setting the derivative to zero, and using $\sum_iK_ia_i=(K_A+K_B)a_\parallel$, gives

$$a=\frac{K_Sa_S+N(K_A+K_B)\,a_\parallel}{K_S+N(K_A+K_B)} .$$

For a very thick substrate $a\to a_S$, and the superlattice has no influence on its in-plane lattice constant. For $K_S\to0$ the free-standing value returns. The formula needs the flatness constraint: a film on one side of a thick substrate that is free to bend curves it, and the small deviation $a-a_S$ in the film is then about four times larger.

**Interfaces.** Suppose that the interfaces add an energy $ga$ per column and period, linear in $a$ near the minimum. Then $2(K_A+K_B)(a-a_\parallel)+g=0$, which shifts $a$ by $-g/[2(K_A+K_B)]$. If both thicknesses are scaled together at fixed $g$, the shift falls inversely with the period. Neglecting it is therefore justified for sufficiently thick layers; how thick they must be depends on $g$.

### 4. Numbers

In units of $10^{-3}$ hartree/bohr³ the moduli are

$$M_A=5+2-\frac{2\cdot2^2}{5}=5.4,\qquad M_B=4+1-\frac{2\cdot1^2}{4}=4.5 .$$

The thicknesses are $h_A=4\times10.0=40.0$ bohr and $h_B=6\times10.4=62.4$ bohr. The weights follow as $K_A=0.2160$ and $K_B=0.2808$ hartree/bohr², and

$$a_\parallel=\frac{0.2160\times10.0+0.2808\times10.4}{0.2160+0.2808}=10.226\ \text{bohr}=5.411\ \text{Å}.$$

A numerical minimization over all the cell vectors gives the same value. It starts from a skewed cell and gives each layer its own free third vector; the results are in the numerical output.

Weighting by thickness alone would give 10.244 bohr. The true minimum is shifted from this value toward $a_A$ because A is stiffer: B makes up 61% of the unstrained thickness but carries 56.5% of the weight.

| | A | B |
|---|---|---|
| in-plane strain (%) | 2.26 | −1.67 |
| normal strain (%) | −1.81 | 0.84 |
| in-plane stress ($10^{-4}$ hartree/bohr³) | 1.22 | −0.75 |
| force $a_ih_i\sigma_i$ (hartree/bohr) | 0.0488 | −0.0488 |
| relaxed cell height (bohr) | 9.819 | 10.487 |

The stresses are forces per unstrained area; per strained area they are 1.22 and −0.76. They differ in magnitude, but the forces cancel: the layer with the smaller side-wall area $a_ih_i$, here the thinner layer A, carries the larger stress. The relaxed period is $4\times9.819+6\times10.487=102.20$ bohr, compared with 102.4 bohr for the unstrained layers.

The stored energy is

$$E_{\min}=\frac{0.2160\times0.2808}{0.4968}\times0.4^2=0.01953\ \text{hartree}$$

per column and period, or 19.5 millihartree. The column holds ten conventional cells of eight atoms each, so this is about 0.24 millihartree per atom.

### 5. How far the digits can be trusted

The strains are about 2%, and terms of third order in the strain have been left out of the energy. To see their effect, replace $e_i$ by the Green–Lagrange strain

$$\eta_i=\tfrac12\left[(a/a_i)^2-1\right]=e_i+\tfrac12e_i^2 ,$$

and keep the energy density quadratic in this new strain. Relaxation along [001] proceeds as before and gives $M_i\eta_i^2$. Since $\eta_i^2=e_i^2+e_i^3+\dots$,

$$E(a)=\sum_iK_i\left[(a-a_i)^2+\frac{(a-a_i)^3}{a_i}+\dots\right].$$

The derivative vanishes when

$$2\sum_iK_i(a-a_i)+3\sum_iK_i\frac{(a-a_i)^2}{a_i}=0 .$$

The first sum equals $(K_A+K_B)(a-a_\parallel)$. In the second, which is already small, we may set $a=a_\parallel$ and replace the denominator $a_i$ by $a_\parallel$. By the result of part 3, $\sum_iK_i(a_\parallel-a_i)^2=K_AK_B\Delta^2/(K_A+K_B)$. To leading order in the misfit,

$$a-a_\parallel\approx-\frac32\,\frac{K_AK_B}{(K_A+K_B)^2}\,\frac{\Delta^2}{a_\parallel}
=-\frac32\times0.435\times0.565\times\frac{0.16}{10.226}\ \text{bohr}\approx-0.0058\ \text{bohr}.$$

The full numerical minimization with this strain gives 10.220 bohr, a shift of −0.0058 bohr. When the misfit is halved from 2% to 1%, the shift falls by a factor of 3.98, as expected for a second-order effect.

The Green–Lagrange form is a different model, not a more accurate one. Neither the sign nor the size of the shift is fixed by it: the logarithmic strain $\ln(a/a_i)=e_i-\tfrac12e_i^2+\dots$ reverses the cubic term and gives $+0.0058$ bohr. A real crystal has third-order elastic constants of its own, which enter at the same order. With constants in roughly the proportions of silicon and germanium ($C_{111}/C_{11}\approx-5.0,\,-5.5$; $C_{112}/C_{11}\approx-2.7,\,-3.0$; $C_{123}/C_{11}\approx-0.4,\,-0.1$ for A and B) added to the Green–Lagrange energy, the shift is about $+0.013$ bohr, the cell heights fall by about 0.012 and 0.005 bohr, and the period falls to about 102.1 bohr. A sensible statement of the result is therefore $a_\parallel\approx10.23$ bohr, with the last digit open to nonlinear elasticity.

The choice of column in part 2 matters at this same order. Adding the energies of equal unstrained areas, $\sum_iM_ih_ie_i^2$, would put the minimum at

$$a=\frac{\sum_iK_i/a_i}{\sum_iK_i/a_i^2}=10.218\ \text{bohr},$$

which is 0.008 bohr below $a_\parallel$. That sum compares different numbers of atomic columns in the two layers, whereas coherence requires equal numbers. The simple weighted mean belongs to the count that respects coherence.

## Numbers as computed

```
Layer A: lattice constant = 10.0000 bohr
Layer A: conventional cells = 4
Layer A: C11, C12, C44 = 5.00, 2.00, 3.00 1e-3 hartree/bohr^3
Layer A: biaxial modulus M = 5.4000 1e-3 hartree/bohr^3
Layer A: unstrained thickness h = 40.0000 bohr
Layer A: weight M*h = 0.21600 hartree/bohr^2
Layer A: normalized weight = 0.43478
Layer A: in-plane strain = 2.2609 percent
Layer A: normal strain = -1.8087 percent
Layer A: in-plane stress = 1.2209 1e-4 hartree/bohr^3
Layer A: in-plane force a*h*stress = 0.04883 hartree/bohr
Layer A: relaxed cell height = 9.81913 bohr
Layer B: lattice constant = 10.4000 bohr
Layer B: conventional cells = 6
Layer B: C11, C12, C44 = 4.00, 1.00, 2.50 1e-3 hartree/bohr^3
Layer B: biaxial modulus M = 4.5000 1e-3 hartree/bohr^3
Layer B: unstrained thickness h = 62.4000 bohr
Layer B: weight M*h = 0.28080 hartree/bohr^2
Layer B: normalized weight = 0.56522
Layer B: in-plane strain = -1.6722 percent
Layer B: normal strain = 0.8361 percent
Layer B: in-plane stress = -0.7525 1e-4 hartree/bohr^3
Layer B: in-plane force a*h*stress = -0.04883 hartree/bohr
Layer B: relaxed cell height = 10.48696 bohr
Common lattice constant, formula = 10.22609 bohr
Common lattice constant, formula = 5.4114 angstrom
Common lattice constant, full relaxation = 10.22609 bohr
Mean weighted by thickness alone = 10.24375 bohr
Minimum for equal-area counting = 10.21834 bohr
Minimum for finite strain = 10.22028 bohr
Equal-area shift = -0.00775 bohr
Finite-strain shift = -0.00581 bohr
Shift ratio, misfit 2 to 1 percent, equal area = 3.980
Shift ratio, misfit 2 to 1 percent, finite strain = 3.979
Relaxed superlattice period = 102.1983 bohr
Stored energy per column, formula = 19.5339 millihartree
Stored energy per column, relaxation = 19.5339 millihartree
```
